\section*{Weibull Breakdown Slope and Film Thickness in a Percolation-Cell Model}

\section{Weibull slope and film thickness}

Let a dielectric film of thickness $d$ and area $A$ be divided into cubic cells of side $a$, and let the mean number of defects per cell grow with stress time as $t^\alpha$. If the film breaks down when one straight column of cells is filled with defects, the Weibull slope at the characteristic life is
\begin{equation}
\beta_{63}\simeq\frac{\alpha d}{a}\,\frac{(1-p)[-\ln(1-p)]}{p},
\qquad p=\left(\frac{a^2}{A}\right)^{a/d}.
\label{eq:result}
\end{equation}
The error is of relative order $a^2/A$. When the fraction $p$ of defective cells at breakdown is small, this becomes
\begin{equation}
\beta_{63}\simeq\frac{\alpha d}{a}\left(1-\frac p2\right).
\label{eq:linear}
\end{equation}
The slope is then nearly proportional to thickness, because a thicker film needs more defects in line. The proportionality is approximate: $p$ itself rises with $d$, and for very thick films the growth becomes logarithmic.

\subsection{Assumptions}

There are $N=A/a^2$ columns, each of $n=d/a$ cells. The derivation takes $n$ to be an integer; the final formula may be read as an interpolation between integers. Defects arrive independently and uniformly, and the mean number per cell is
\begin{equation}
m(t)=\left(\frac t\tau\right)^\alpha .
\label{eq:generation}
\end{equation}
This power law is an input of the model. The time $\tau$ contains the dependence on field and temperature. It may differ between films of different thickness, but it is common to all capacitors in one tested population. The exponent $\alpha$ and the cell side $a$ are the same at every thickness. For cycling with a fixed waveform and frequency, the cycle number is proportional to $t$. Replacing one by the other shifts the logarithmic axis and leaves the slope unchanged.

Let $F(t)$ be the fraction of capacitors that have failed by time $t$. The weibit and the local slope are
\begin{equation}
W=\ln[-\ln(1-F)],\qquad \beta=\frac{dW}{d\ln t}.
\label{eq:weibit}
\end{equation}
For a Weibull law, $F=1-\exp[-(t/t_{63})^\beta]$, the first definition gives $W=\beta\ln(t/t_{63})$, a straight line of slope $\beta$. The characteristic life $t_{63}$ is the time at which $W=0$, or $F=1-1/e\simeq63.2\%$.

\subsection{From cells to the failure distribution}

Independent arrivals give a Poisson distribution for the number of defects in a cell. The cell is empty with probability $e^{-m}$, so it is defective with probability
\begin{equation}
p=1-e^{-m}.
\label{eq:occupation}
\end{equation}
The $n$ cells of a column are independent. All of them are defective with probability
\begin{equation}
q=p^n .
\label{eq:column}
\end{equation}
The film survives if none of its $N$ columns is filled. The columns share no cells, so their survival probabilities multiply:
\begin{equation}
1-F=(1-q)^N .
\label{eq:survival}
\end{equation}
Taking the logarithm, changing its sign and taking the logarithm again gives
\begin{equation}
W=\ln N+\ln[-\ln(1-p^n)].
\label{eq:W}
\end{equation}

At early times $m\ll1$, so that $p\simeq m$ and $-\ln(1-p^n)\simeq p^n\simeq m^n$. With Eq.~\eqref{eq:generation},
\begin{equation}
W\simeq\ln N+n\ln m=\ln N+\alpha n\ln\frac t\tau .
\label{eq:early}
\end{equation}
This is a Weibull law with slope $\alpha n=\alpha d/a$. The factor $n$ comes from the coincidence of $n$ defects in one column, and $\alpha$ converts the logarithm of defect density into that of time. The area enters through the additive term $\ln N$: it moves the line without tilting it at this order.

\subsection{The slope without the small-density approximation}

The local slope follows from the chain rule,
\begin{equation}
\beta=\frac{dW}{d\ln q}\,\frac{d\ln q}{d\ln p}\,
\frac{d\ln p}{d\ln m}\,\frac{d\ln m}{d\ln t}.
\label{eq:chain}
\end{equation}
The last factor is $\alpha$ by Eq.~\eqref{eq:generation}, and the second is $n$ by Eq.~\eqref{eq:column}. For the third, $dp/dm=e^{-m}$, hence
\begin{equation}
\frac{d\ln p}{d\ln m}=\frac{m e^{-m}}{1-e^{-m}}=\frac{m}{e^m-1}.
\label{eq:occfactor}
\end{equation}
For the first, differentiate $\ln[-\ln(1-q)]$. The derivative of $-\ln(1-q)$ with respect to $q$ is $1/(1-q)$, and multiplication by $q$ converts $d/dq$ into $d/d\ln q$:
\begin{equation}
\frac{dW}{d\ln q}=\frac{q}{(1-q)[-\ln(1-q)]}.
\label{eq:qfactor}
\end{equation}
The product is
\begin{equation}
\beta=\alpha n\,\frac{m}{e^m-1}\,
\frac{q}{(1-q)[-\ln(1-q)]}.
\label{eq:general}
\end{equation}

At the characteristic life $1-F=e^{-1}$, so Eq.~\eqref{eq:survival} gives $1-q=e^{-1/N}$ and $-\ln(1-q)=1/N$. The last factor in Eq.~\eqref{eq:general} becomes
\begin{equation}
N e^{1/N}\left(1-e^{-1/N}\right)=N\left(e^{1/N}-1\right)
=1+\frac1{2N}+\cdots .
\label{eq:Nfactor}
\end{equation}
Moreover $q=1-e^{-1/N}\simeq1/N$, and therefore
\begin{equation}
p=q^{1/n}\simeq N^{-1/n}=e^{-L/n},\qquad L=\ln N .
\label{eq:p63}
\end{equation}
Equation~\eqref{eq:occupation} also gives $m=-\ln(1-p)$ and $e^m-1=p/(1-p)$. Substitution in Eq.~\eqref{eq:general} yields Eq.~\eqref{eq:result}.

To expand it, use $-\ln(1-p)=p+p^2/2+p^3/3+\cdots$:
\begin{align}
\frac{(1-p)[-\ln(1-p)]}{p}
&=(1-p)\left(1+\frac p2+\frac{p^2}{3}+\cdots\right)\nonumber\\
&=1+\left(\frac12-1\right)p+\left(\frac13-\frac12\right)p^2+\cdots\nonumber\\
&=1-\frac p2-\frac{p^2}{6}+\cdots .
\label{eq:expansion}
\end{align}
The first two terms give Eq.~\eqref{eq:linear}. The reduction has a simple origin: some new defects fall in cells that are already defective, so the occupied fraction grows more slowly than the defect number.

\subsection{How far the linear law extends}

If the relative loss of slope is to stay below a small number $\delta$, the leading correction requires $e^{-L/n}/2<\delta$. Taking logarithms gives $L/n>\ln[1/(2\delta)]$, or
\begin{equation}
n<\frac{\ln N}{\ln[1/(2\delta)]},\qquad \delta<\frac12 .
\label{eq:range}
\end{equation}
The range of thickness thus grows only logarithmically with area.

The departure from proportionality also changes what a straight-line fit means. Write Eq.~\eqref{eq:linear} as $\beta_{63}\simeq\alpha n(1-e^{-L/n}/2)$ and treat $n$ as continuous. Since $de^{-L/n}/dn=(L/n^2)e^{-L/n}$,
\begin{equation}
\frac{d\beta_{63}}{dn}\simeq\alpha\left[1-\frac p2\left(1+\frac Ln\right)\right].
\label{eq:tangent}
\end{equation}
The tangent at $n$ meets the axis $n=0$ at
\begin{equation}
\beta_{63}-n\frac{d\beta_{63}}{dn}\simeq\frac{\alpha pL}{2}>0 .
\label{eq:intercept}
\end{equation}
A positive intercept can therefore arise without any interface layer, and the fitted gradient is smaller than $\alpha/a$.

In the opposite limit, $n\gg L$, Eq.~\eqref{eq:p63} gives $1-p\simeq L/n$. Then $-\ln(1-p)\simeq\ln(n/L)$ and $p\simeq1$, so Eq.~\eqref{eq:result} becomes
\begin{equation}
\beta_{63}\simeq\alpha n\,\frac Ln\ln\frac nL
=\alpha\ln N\,\ln\frac{n}{\ln N}.
\label{eq:thick}
\end{equation}
Nearly all cells are now defective, and breakdown waits for the last gaps in a column. For $N=10^9$, $\alpha=0.35$ and $n=10^4$, numerical differentiation of Eq.~\eqref{eq:W} gives 44.87, against 44.82 from Eq.~\eqref{eq:thick} and 3500 from simple proportionality. This limit belongs to the model with straight columns; a real film could fail earlier along a winding path.

\subsection{A thin ferroelectric capacitor}

Take $a=1$ nm, $\alpha=0.35$, $A=1000\,\mu\mathrm{m}^2$ and $\tau=10^7$ s, with thicknesses from 5 to 10 nm. The field is 3 MV/cm and the temperature 358 K; $\tau$ is held fixed as the thickness changes. Since $1\,\mu\mathrm{m}^2=10^6\,\mathrm{nm}^2$, there are $N=10^9$ columns and $L=20.72$.

For 10 nm, $n=10$ and Eq.~\eqref{eq:p63} gives $p=e^{-2.072}=0.1259$. The mean defect number is $m=-\ln(0.8741)=0.1346$, a density of $1.35\times10^{20}\,\mathrm{cm}^{-3}$. Equation~\eqref{eq:result} then gives
\begin{equation}
\beta_{63}=0.35\times10\times
\frac{0.8741\times0.1346}{0.1259}=3.27 .
\label{eq:number}
\end{equation}
The linear value is 3.50, so the loss is 6.6\%. Inverting Eq.~\eqref{eq:generation} gives the life,
\begin{equation}
t_{63}=\tau m^{1/\alpha}
=10^7\,\mathrm{s}\times0.1346^{1/0.35}
=3.24\times10^4\,\mathrm{s},
\label{eq:life}
\end{equation}
or about 9 h. For 5 nm the same steps give $p=0.0158$, $\beta_{63}=1.74$ and $t_{63}=74$ s. Doubling the thickness at fixed $\tau$ multiplies the slope by 1.88 rather than 2.

An unweighted straight line through the six values at whole nanometres has gradient $0.307\,\mathrm{nm}^{-1}$ and intercept 0.22; no point lies more than 0.020 in $\beta$ from it. The ideal gradient is $\alpha/a=0.350\,\mathrm{nm}^{-1}$. Reading the fitted gradient as $\alpha/a$ would give $a=1.14$ nm, which is 14\% too large. Equation~\eqref{eq:intercept} accounts for the intercept: the tangent intercept rises from about 0.06 at 5 nm to about 0.5 at 10 nm, and the fitted value lies between them.

For a 10\% loss, Eq.~\eqref{eq:range} gives $20.72/\ln5=12.9$ cells, or 12.9 nm. Solving Eq.~\eqref{eq:result} without expansion gives 12.4 nm.

The slope also depends on the failure fraction at which it is read. For small $q$, Eq.~\eqref{eq:survival} gives $q\simeq-\ln(1-F)/N$. At one failure per million this is $10^{-15}$, so at 10 nm $p=10^{-1.5}=0.032$ and the slope rises to 3.44. A smaller area acts in the other direction. With the same film and generation law but an area of $0.01\,\mu\mathrm{m}^2$, $N=10^4$, $p=0.398$ and $\beta_{63}=2.69$. A smaller capacitor survives to a higher defect density, where repeated occupation of cells matters more. Slopes read at the same failure fraction therefore differ between large capacitors and single memory cells, even within this model. Equation~\eqref{eq:general} contains no $N$, however, so at the same stress time the local slope is the same for both: the value 3.27 applies to the small cell at a failure fraction of $10^{-5}$.

\subsection{A simulation with random defect arrivals}

Equation~\eqref{eq:W} can be tested by drawing the first arrival time in every cell. A column fails at its latest first arrival, and the film fails with its earliest column. Simulations with 1024 columns and 4000 films were made for each $n$ from 2 to 6. In every case the largest difference between the sampled and derived cumulative distributions was below $1.95/\sqrt{4000}=0.031$, the rejection limit at the 0.1\% level.

The sampled slope, taken between 30\% and 80\% failures, rises from 0.69 at $n=2$ to 1.82 at $n=6$. Equation~\eqref{eq:result} gives 0.69 and 1.73. The 5\% difference at $n=6$ has two parts. The sampled interval is centred at a weibit below zero, where the local slope is about 1\% higher. The rest is about twice the standard sampling error of 2\%.

The same arrivals can be used with a weaker geometric rule: from each cell the path may continue to any of nine cells in the next layer. The sampled slope then rises from 0.67 to 1.61. It still increases at every step in $n$. At $n=6$ it lies below the sampled value for straight columns, but each slope has a sampling error of about 2\%, and the straight-column value includes the upward fluctuation noted above. These 4000 films therefore do not fix the size of the reduction. A path still contains $n$ cells, which preserves the origin of the thickness dependence. The paths now share cells, however, and cannot be treated as independent, so Eq.~\eqref{eq:survival} no longer applies. The comparison covers only the small simulated area and is not carried over to the capacitor above.

\subsection{Real films and neglected effects}

The example lies in the rough regime of hafnia-based ferroelectric capacitors: films near 10 nm thick, driven at a few MV/cm. The 5 nm film is at the thin end. The cell side, $\alpha$, $\tau$ and the spreads used below are round model inputs, not measured properties of a particular film. Such films are commonly polycrystalline and contain oxygen vacancies before stress, so uniform thickness and a defect-free start are both open to doubt. Each effect below is evaluated separately, with the other assumptions unchanged.

\paragraph{Defects present at the start.}
If $m=m_0+(t/\tau)^\alpha$, then
\begin{equation}
\frac{d\ln m}{d\ln t}=\alpha\,\frac{m-m_0}{m}.
\label{eq:initial}
\end{equation}
The required $m$ at 63.2\% failures is unchanged, so $\beta_{63}$ is multiplied by $(m-m_0)/m$. An initial density of $10^{19}\,\mathrm{cm}^{-3}$ means $m_0=0.01$. At 10 nm the slope falls from 3.27 to 3.03. At 5 nm, where $m=0.0160$, it falls from 1.74 to 0.65, and 9.3\% of the capacitors are broken before stress begins. This slope counts those capacitors as failures; if they are screened out and $F$ refers to the survivors, it is 0.74. With $10^{18}\,\mathrm{cm}^{-3}$ the slopes are 3.25 and 1.63. Among the cases evaluated here, the higher initial density at 5 nm causes the largest change. Vacancies that wake-up adds before the lifetime test enter $m_0$ in the same way, provided later generation restarts with the power law; only those able to take part in a breakdown path should be counted.

\paragraph{Thin spots.}
Let 5\% of the columns be one cell shorter. With equal defect density everywhere, the slopes become 3.18 at 10 nm and 1.45 at 5 nm. A short column may also feel a higher field. In the parallel-plate estimate the field $E$ rises by $E/(n-1)$. If $\ln\tau$ falls by $\gamma=5$ per MV/cm, the mean defect number there is multiplied by
\begin{equation}
\eta=\exp\left(\frac{\alpha\gamma E}{n-1}\right).
\label{eq:boost}
\end{equation}
This is 1.79 at 10 nm and 3.72 at 5 nm. The slopes then fall to 2.92 and 1.39, near those of films one cell thinner.

\paragraph{Correlated generation.}
Suppose that, besides single defects, some events fill two vertically adjacent cells at once, with a mean number $\kappa m$ per adjacent pair. Let $b=1-e^{-\kappa m}$ be the probability of at least one such event at a given pair. Let $u_i$ and $v_i$ be the probabilities that the first $i$ cells are filled with, respectively, no event and at least one event joining cell $i$ to cell $i+1$. A cell without a pair event on either side needs a single defect, with probability $p$, so
\begin{equation}
u_{i+1}=(1-b)(pu_i+v_i),\qquad v_{i+1}=b(u_i+v_i),
\label{eq:pairs}
\end{equation}
with $u_0=1$ and $v_0=0$. The last cell has no neighbour above, and the column is filled with probability $q=pu_{n-1}+v_{n-1}$. For $\kappa=0.01$ the slopes are 3.08 at 10 nm and 1.32 at 5 nm. One pair event replaces two independent single defects. At low defect density this matters more, because the ratio of the two probabilities is about $\kappa m/m^2=\kappa/m$.

\paragraph{Differences between capacitors.}
For a Weibull population, $\ln t$ has variance $\pi^2/(6\beta^2)$. If $\ln\tau$ varies independently between capacitors with standard deviation $s$, the variances add. Defining an apparent slope from the total standard deviation gives
\begin{equation}
\beta_{\rm app}=\frac{\pi}{\sqrt6}
\left(\frac{\pi^2}{6\beta^2}+s^2\right)^{-1/2}
=\frac{\beta}{\sqrt{1+6\beta^2s^2/\pi^2}} .
\label{eq:apparent}
\end{equation}
At fixed voltage, a 1\% thickness spread changes the field by 1\% and contributes $5\times3\times0.01=0.15$ to $s$. For thermally activated generation, $\ln\tau$ contains $E_a/(k_{\rm B}T)$. With $E_a=1$ eV, a temperature spread of 1 K contributes $E_a\,\delta T/(k_{\rm B}T^2)=0.091$. In quadrature, $s=0.175$. Counting only these changes in $\tau$, the apparent slope is 2.99 at 10 nm and 1.69 at 5 nm, losses of 9\% and 3\%. A thicker film also has more cells in line. At small $p$, $\ln t_{63}\simeq\ln\tau-L/(\alpha n)$, so with $n$ read as continuous a 1\% thickness change adds $0.01L/(\alpha n)$, or 0.06 at 10 nm and 0.12 at 5 nm, to the 0.15 from the field. The two shifts have the same sign and add directly. The losses then become about 14\% and 7\%. These losses refer to the slope defined by the standard deviation. The broadened population is not a Weibull law, and its local slope depends on where it is read. Let $H=-\ln(1-F)$ for one capacitor, and average the survival probability $e^{-H}$ over a Gaussian spread of $\ln H$ with standard deviation $\beta s$. To second order this gives $W\simeq\ln H+\beta^2s^2(1-H)/2$, so the local slope is multiplied by $1-H\beta^2s^2/2$. Near $63.2\%$ failures the loss is about $\beta^2s^2/2$, larger than the $3\beta^2s^2/\pi^2$ of Eq.~\eqref{eq:apparent}, while at small failure fractions it nearly vanishes. Averaging the full distribution gives losses in $\beta_{63}$ of about 14\% at 10 nm and 4\% at 5 nm from $\tau$ alone, and about 21\% and 11\% with the change in cell number; at 1\% failures they are about 1\% or less. A steep intrinsic distribution is more easily broadened, so this effect flattens the thickness dependence measured near the characteristic life.

At 10 nm these separate corrections to $\beta_{63}$ reach about 21\%, the largest coming from differences between capacitors when the change in cell number is included. At 5 nm they range from 6\% to 63\%. Initial defects, thin spots and pair events lower the thin-film slope by the larger fraction and so steepen the relative thickness dependence, while device spread does the opposite. A measured straight line therefore does not by itself determine $a$: that inference also requires $\alpha$, the area and independent limits on these effects. The complete numerical output follows this section.

\section*{Computed values}
\begin{verbatim}
cell side 1.0 nm; alpha 0.35; tau 1.0e+07 s
area 1000 um2; columns N 1.00e+09; ln N 20.723
field 3.0 MV/cm; temperature 358 K
Capacitor at 63.2 percent failures:
d(nm)  alpha*n  beta    p        defects(cm^-3)  t63(s)
   5   1.750    1.7361  0.01585  1.598e+19       7.363e+01
   6   2.100    2.0664  0.03162  3.213e+19       5.422e+02
   7   2.450    2.3854  0.05179  5.318e+19       2.288e+03
   8   2.800    2.6923  0.07499  7.795e+19       6.820e+03
   9   3.150    2.9870  0.10000  1.054e+20       1.613e+04
  10   3.500    3.2698  0.12589  1.346e+20       3.244e+04
line fit: slope 0.3068 per nm; intercept 0.2220
ideal slope alpha/a 0.3500 per nm
largest fit residual in beta 0.0200
cell side inferred from fit 1.141 nm
10 percent loss at d 12.36 nm; simple rule 12.88 nm
thick test n 10000: beta 44.872; log limit 44.818; alpha*n 3500
10 nm, 1 ppm failures: beta 3.4441
10 nm, area 0.01 um2: beta 2.6866; p 0.3981
Monte Carlo: 1024 columns, 4000 samples per thickness
n   beta formula  straight sampled  linked sampled
2   0.689         0.692             0.673
3   0.996         0.999             0.927
4   1.268         1.296             1.253
5   1.510         1.542             1.430
6   1.728         1.816             1.607
As-grown defects:
d 5 nm; 1e+18 cm^-3: beta 1.627; dead at start 9.98e-05 percent
d 5 nm; 1e+19 cm^-3: beta 0.649; dead at start 9.29 percent
d 10 nm; 1e+18 cm^-3: beta 3.246; dead at start 9.95e-20 percent
d 10 nm; 1e+19 cm^-3: beta 3.027; dead at start 9.51e-10 percent
Thin spots, 5 percent of columns:
d 5 nm: beta 1.454 without, 1.392 with field enhancement
d 10 nm: beta 3.178 without, 2.924 with field enhancement
Correlated pairs, ratio 0.01:
d 5 nm: beta 1.315
d 10 nm: beta 3.080
field acceleration 5.0 per MV/cm; activation 1.0 eV
thickness spread 1 percent; temperature spread 1 K
ln(tau) spread: field 0.150, temperature 0.091, total 0.175
apparent beta: 5 nm 1.689; 10 nm 2.986
\end{verbatim}
